# Silicon surface stress near the edge of a stressed oxide film

**Question**

A silicon wafer carries a blanket thermal oxide, 100 nm thick, with a compressive in-plane stress of 0.3 GPa. The oxide is etched away on one side of a long straight line. I want the stress this edge produces at the silicon surface one micrometre away, and I was told to replace the edge by a tangential line force on isotropic silicon.

I get stuck in three places. I don't see why a uniform film stress acts as a force at the edge, or which way that force points. If I spread 30 N/m evenly over a half-circle of radius 1 µm, I get $F/(\pi r)\approx 9.5$ MPa, and I don't trust the even spreading. And the elastic constants of silicon never appear. Is that right, and how good is the estimate?

**Answer**

The even spreading costs you a factor of two: the line-force model gives 19 MPa, compressive on the bare side. The missing elastic constants are correct for an isotropic half-space. For a wide film, the film's own deformation lowers the number by roughly 10 to 15%, and crystal anisotropy by about 6% or 13%, for an edge along ⟨110⟩ or ⟨100⟩ on a (001) wafer.

**From film stress to edge force**

Let $x$ be the distance from the edge, positive on the bare side, $y$ the depth into silicon, and $z$ the direction along the edge. Tension is positive, so $\sigma_f=-0.3$ GPa. The edge is long, so the film's edge causes no strain along $z$ (plane strain).

Let $N(x)$ be the film's tensile force per unit edge length, and $q(x)$ the shear traction of the film on silicon, positive along $+x$. Silicon pulls back on the film with $-q$. Balance of a film slice of length $dx$ gives
$$N(x+dx)-N(x)-q\,dx=0\quad\Rightarrow\quad q=\frac{dN}{dx}.$$
Where $N$ is constant there is no shear. Near the edge $N$ changes from $\sigma_f h$ to zero, because the end face is free. The total force on silicon is therefore
$$F=\int q\,dx=0-\sigma_f h=(0.3\times10^{9}\ \text{Pa})(100\times10^{-9}\ \text{m})=30\ \text{N/m}.$$
It is positive: the compressed oxide pushes the silicon surface outward, toward the bare side. The line-force model puts all of $F$ at $x=0$.

**The stress in silicon**

Put $x=r\cos\theta$, $y=r\sin\theta$, with $0\le\theta\le\pi$. An Airy function $\phi$ satisfies equilibrium identically through
$$\sigma_{rr}=\frac{\phi_r}{r}+\frac{\phi_{\theta\theta}}{r^2},\qquad \sigma_{\theta\theta}=\phi_{rr},\qquad \sigma_{r\theta}=-\partial_r\!\left(\frac{\phi_\theta}{r}\right).$$
In an isotropic solid the strains fit together if $\nabla^4\phi=0$. This condition contains no elastic constant, and the load is a prescribed force, so none enters the stress.

The half-space has no length of its own, so the stress must scale as $F/r$. Try $\phi=Ar\theta\sin\theta$. Its derivatives are
$$\phi_r=A\theta\sin\theta,\quad \phi_{rr}=0,\quad \phi_\theta=Ar(\sin\theta+\theta\cos\theta),\quad \phi_{\theta\theta}=Ar(2\cos\theta-\theta\sin\theta).$$
The terms in $\theta\sin\theta$ cancel in $\sigma_{rr}$, and $\phi_\theta/r$ does not depend on $r$. Hence
$$\sigma_{rr}=\frac{2A\cos\theta}{r},\qquad\sigma_{\theta\theta}=\sigma_{r\theta}=0.$$
Also $\nabla^2\phi=2A\cos\theta/r$, and
$$\nabla^2\frac{\cos\theta}{r}=\frac{(2-1-1)\cos\theta}{r^3}=0,$$
so $\nabla^4\phi=0$. The surface is free of traction away from the origin.

The constant follows from the balance of a half-disc of silicon:
$$F+\int_0^\pi\sigma_{rr}\cos\theta\,r\,d\theta=F+2A\int_0^\pi\cos^2\theta\,d\theta=F+\pi A=0.$$
The vertical force is proportional to $\int_0^\pi\cos\theta\sin\theta\,d\theta=0$, and radial tractions have no moment about the origin. Thus
$$\sigma_{rr}=-\frac{2F\cos\theta}{\pi r}.$$
This is where your factor of two went. The traction is radial and varies as $\cos\theta$, so its $x$ component varies as $\cos^2\theta$, whose mean is one half. The peak, at the surface, is twice the mean.

On the bare surface $\theta=0$ and $r=x$. Under the film $\theta=\pi$, $r=-x$ and $\cos\theta=-1$. Both cases give
$$\boxed{\sigma_{xx}(x,0)=-\frac{2F}{\pi x}=\frac{2\sigma_f h}{\pi x}}$$
At $x=1$ µm,
$$\sigma_{xx}=-\frac{2\times30\ \text{N/m}}{\pi\times10^{-6}\ \text{m}}=-19.1\ \text{MPa}.$$
At $x=-1$ µm it is $+19.1$ MPa: the force compresses the silicon ahead of it and stretches the silicon behind it. At 5 µm on the bare side 3.8 MPa of compression remains. At $r=1$ µm and 45° below the bare surface ($\theta=45°$) the radial stress is $-13.5$ MPa.

Elastic constants return when you ask for strain. At the bare surface $\sigma_{yy}=0$, so $\varepsilon_{zz}=0$ requires $\sigma_{zz}=\nu\sigma_{xx}=-4.2$ MPa for $\nu=0.22$. Then
$$\varepsilon_{xx}=\frac{\sigma_{xx}-\nu\sigma_{zz}}{E}=\frac{\sigma_{xx}}{E'_s},\qquad E'_s=\frac{E}{1-\nu^2}=168\ \text{GPa},$$
which gives $-1.1\times10^{-4}$ for $E=160$ GPa.

**Spreading of the force under the film**

The formula reaches the film stress at $x=2h/\pi=64$ nm, less than one film thickness away. The $1/x$ divergence at the edge comes from giving the force zero width. In reality the film deforms elastically with the silicon and spreads its shear, although a weaker divergence remains at a perfectly sharp corner.

Adding the fields of many line forces gives the surface strain
$$\varepsilon_{xx}(x)=-\frac{2}{\pi E'_s}\,\mathrm{PV}\!\!\int\frac{N'(s)}{x-s}\,ds,$$
where PV denotes the principal value. A thin film without bending stiffness shares this strain, so $N=h(\sigma_f+E'_f\varepsilon_{xx})$, with $E'_f=72$ GPa for the oxide. Therefore
$$N(x)=\sigma_f h-\frac{2hE'_f}{\pi E'_s}\,\mathrm{PV}\!\!\int\frac{N'(s)}{x-s}\,ds.$$

Far under the film, inserting the line-force stress gives the leading correction
$$N\approx\sigma_f h\left(1-\frac{\lambda}{|x|}\right),\qquad \lambda=\frac{2hE'_f}{\pi E'_s}\approx27\ \text{nm}.$$
At 1 µm inside the edge the film is still about 3% short of its full force. That share enters the silicon farther back, which weakens the stress on the bare side.

For a number, take a strip $-W<x<0$ with $N=0$ at both ends. Write $x=\tfrac W2(\cos\varphi-1)$ and $N=\sigma_f h\sum_n a_n\sin n\varphi$. The integral then needs
$$I_n=\mathrm{PV}\!\!\int_0^\pi\frac{\cos n\varphi'}{\cos\varphi'-\cos\varphi}\,d\varphi'.$$
With $t=\tan(\varphi'/2)$ and $T=\tan(\varphi/2)$, $I_0$ is proportional to $\mathrm{PV}\int_0^\infty dt/(T^2-t^2)$. This vanishes because $t\to T^2/t$ exchanges the two sides of the pole and reverses the sign. Writing the numerator of $I_1$ as $(\cos\varphi'-\cos\varphi)+\cos\varphi$ gives $I_1=\pi$. From $2\cos n\varphi'\cos\varphi'=\cos(n+1)\varphi'+\cos(n-1)\varphi'$ one finds $I_{n+1}+I_{n-1}=2\cos\varphi\,I_n$ for $n\ge1$, so $I_n=\pi\sin n\varphi/\sin\varphi$. The film equation becomes
$$\sum_n a_n\sin n\varphi\left(1+\frac{4hE'_f}{WE'_s}\frac{n}{\sin\varphi}\right)=1,$$
a linear system once it is imposed at as many angles as there are coefficients.

For $W=100$ µm, two opposite line forces at the strip edges give
$$\frac{2\sigma_f h}{\pi}\left(\frac1x-\frac1{x+W}\right)=-18.9\ \text{MPa}$$
at 1 µm, 1% below the single edge in magnitude. The compliant membrane gives $-17.4$ MPa, a further 8% lower relative to the two line forces. With $\sigma_f$ held fixed and the oxide modulus reduced tenfold, the membrane's loss falls to 1.5%.

A real film has a second way to spread its force: it shears through its own thickness. To size this alone, hold the silicon rigid and let $u$ be the film's displacement averaged over its thickness. A parabolic profile with a free top face gives $q=3G_fu/h$, where $G_f\approx30$ GPa is the oxide's shear modulus. With $N=h(\sigma_f+E'_fu')$ and $q=N'$,
$$u''=\frac{u}{\ell^2},\qquad \ell=h\sqrt{\frac{E'_f}{3G_f}}\approx90\ \text{nm}.$$
The shear therefore sits on average about one film thickness behind the edge, which by itself costs roughly 8% at 1 µm. A softer oxide does not remove this loss, because $\ell$ depends only on the ratio of the film's moduli. The two effects overlap, so the total loss is less than their sum: roughly 10 to 15%.

**Crystal anisotropy and the film's moment**

Silicon is cubic, not isotropic. In a symmetric section let $\varepsilon_{xx}=b_{11}\sigma_{xx}+b_{12}\sigma_{yy}$, $\varepsilon_{yy}=b_{12}\sigma_{xx}+b_{22}\sigma_{yy}$ and $\gamma_{xy}=b_{66}\sigma_{xy}$. With $\sigma_{xx}=\phi_{yy}$, $\sigma_{yy}=\phi_{xx}$, $\sigma_{xy}=-\phi_{xy}$, compatibility reads
$$b_{11}\phi_{yyyy}+(2b_{12}+b_{66})\phi_{xxyy}+b_{22}\phi_{xxxx}=0.$$
For $\phi=e^{-mky}\cos kx$ this becomes $b_{11}m^4-(2b_{12}+b_{66})m^2+b_{22}=0$. The two roots that decay with depth, $\alpha$ and $\beta$, obey
$$\alpha\beta=\sqrt{b_{22}/b_{11}},\qquad\alpha^2+\beta^2=(2b_{12}+b_{66})/b_{11}.$$

Apply a surface shear $q_0\sin kx$. The choice $\phi=B(e^{-\alpha ky}-e^{-\beta ky})\cos kx$ makes $\sigma_{yy}$ vanish at the surface. The outward normal is $-y$, so the applied traction is $-\sigma_{xy}=Bk^2(\alpha-\beta)\sin kx$, which fixes $Bk^2=q_0/(\alpha-\beta)$. Then
$$\sigma_{xx}(x,0)=Bk^2(\alpha^2-\beta^2)\cos kx=q_0(\alpha+\beta)\cos kx.$$
A line force is $\frac F\pi\int_0^\infty\cos kx\,dk$. Shifting each wave by a quarter period turns the response into $-(\alpha+\beta)\sin kx$, and $\int_0^\infty e^{-kw}\sin kx\,dk=x/(x^2+w^2)\to1/x$ as $w\to0$. So
$$\sigma_{xx}=-\frac{(\alpha+\beta)F}{\pi x}.$$
The isotropic limit $\alpha,\beta\to1$ restores the factor 2. A separate numerical solution of the displacement equations, with the isotropic constants above, gives 2.000000.

For an edge along ⟨110⟩ on a (001) wafer, take $C_{11},C_{12},C_{44}=165.7,\,63.9,\,79.6$ GPa as inputs. The extra digits only let you follow the arithmetic; as data, rely on no more than two figures of each. A unit strain along the perpendicular ⟨110⟩ direction has cubic-axis components $\tfrac12,\tfrac12$ and engineering shear 1, so the stiffness is $c_{11}=\tfrac12(C_{11}+C_{12})+C_{44}=194.4$ GPa. The others are $c_{22}=C_{11}$, $c_{12}=C_{12}$, $c_{66}=C_{44}$. Inverting the $2\times2$ stiffness gives
$$\alpha\beta=\sqrt{\frac{c_{11}}{c_{22}}}=1.083,\qquad\alpha^2+\beta^2=\frac{(c_{11}c_{22}-c_{12}^2)/c_{66}-2c_{12}}{c_{22}}=1.361.$$
Hence $(\alpha+\beta)/2=\tfrac12\sqrt{1.361+2(1.083)}\approx0.94$, and the line-force stress is about $-18$ MPa. For a ⟨100⟩ edge, $c_{11}=C_{11}$, the factor is about 0.87 and the stress about $-17$ MPa.

The film force acts at mid-thickness, slightly above the interface, so normal tractions must balance its moment. For a pressure $p\cos kx$, take $\phi=B(\beta e^{-\alpha ky}-\alpha e^{-\beta ky})\cos kx$, which has no surface shear. Then $\sigma_{yy}=-Bk^2(\beta-\alpha)\cos kx$ fixes $Bk^2(\beta-\alpha)=p$, and $\sigma_{xx}=Bk^2\alpha\beta(\alpha-\beta)\cos kx=-\alpha\beta\,p\cos kx$. The ratio is the same for every $k$, so the response is local: normal tractions under the film add no surface stress on the bare side.

**How this compares with a real wafer**

The constants used here are rough typical values. Cooling by 975 K with mean expansion coefficients of 3.8 and 0.5 ppm/K gives an oxide stress of
$$-\frac{70\ \text{GPa}}{1-0.17}\times3.3\times10^{-6}\ \text{K}^{-1}\times975\ \text{K}=-0.27\ \text{GPa},$$
so 0.3 GPa suits an oxide grown near 1000 °C and measured near room temperature. Multiplying the compliant-membrane result by the ⟨110⟩ factor gives about 16 MPa. Shear within the film brings this closer to 15 MPa, some 20% below the simple estimate. This figure is rough, since the film problem was solved on isotropic silicon.

Wafer bending matters less. A full film on a wafer of thickness $t=525$ µm adds a mean stress $F/t$ and, from the moment $Ft/2$, a surface bending stress $6(Ft/2)/t^2=3F/t$. Together they make $4F/t=0.23$ MPa. Narrow features matter more: for a strip only 1 µm wide, the two-line-force formula halves the stress at 1 µm, to $-9.5$ MPa. Such a strip is only ten film thicknesses wide, so the film's own deformation costs far more than the 10 to 15% found for a wide film, and the stress on isotropic silicon is nearer $-6$ MPa. An oxide recessed into silicon also pushes on a side wall, and at oxidation temperature the oxide can flow; neither case is covered here. The numerical output below lists the values used.

## Computed values

```
Oxide thickness: 100 nm
Film stress: -0.30 GPa
Silicon E, nu (rough): 160 GPa, 0.22
Oxide E, nu (rough): 70 GPa, 0.17
Silicon C11, C12, C44 (rough): 165.7, 63.9, 79.6 GPa
Mean expansion Si, oxide (rough): 3.8, 0.5 ppm/K
Cooling range: 975 K
Thermal-mismatch film stress estimate: -0.27 GPa
Line force F: 30.0 N/m
Surface stress, bare side, x = 0.5 um: -38.20 MPa
Surface stress, bare side, x = 1.0 um: -19.10 MPa
Surface stress, bare side, x = 2.0 um: -9.55 MPa
Surface stress, bare side, x = 5.0 um: -3.82 MPa
Surface stress under film, x = -1.0 um: 19.10 MPa
Radial stress at r = 1.0 um, 45 degrees: -13.50 MPa
Stress along edge, sigma_zz at 1 um: -4.20 MPa
Surface strain at 1 um: -1.14e-04 (dimensionless)
Distance where formula equals film stress: 63.7 nm
Harmonic response to shear, isotropic: 2.000000 (dimensionless)
Harmonic response to pressure, isotropic: -1.000000 (dimensionless)
Line force rebuilt from harmonics, at 1 um: -19.09 MPa
Strip width: 100 um
Two line forces, at 1 um: -18.91 MPa
Change from opposite edge: -0.99 %
Plane-strain moduli Si, oxide: 168.1, 72.1 GPa
Compliant strip, at 1 um: -17.37 MPa
Change from film compliance: -8.2 %
Same change with oxide modulus / 10: -1.5 %
Anisotropy factor, <110> edge: 0.939 (dimensionless)
Anisotropic line-force stress, <110>: -17.94 MPa
Anisotropy factor, <100> edge: 0.866 (dimensionless)
Anisotropic line-force stress, <100>: -16.54 MPa
Rough combined estimate, <110>: -16.3 MPa
Wafer thickness: 525 um
Wafer bending stress scale, full film: 0.23 MPa
```
